# How 4-4 and 4-5 transition energies grow with nuclear charge

**Q:** I compare ions with the same number of electrons and increasing nuclear charge. Why should a transition within the $n=4$ shell grow linearly with the charge, when a transition from $n=4$ to $n=5$ grows quadratically?

**A:** Let us see how each part of the energy scales. Take $N$ electrons, a point nucleus of charge $Z$, no relativity, and Hartree atomic units:

$$H=\sum_i\left(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\right)+\sum_{i<j}\frac1{r_{ij}} .$$

Measure lengths in units that shrink with the ion: $\mathbf r=\mathbf x/Z$. Then $\nabla_r^2=Z^2\nabla_x^2$, $Z/r=Z^2/x$ and $1/r_{ij}=Z/x_{ij}$, so

$$H=Z^2\left[h_0+\frac1Z V\right],\qquad h_0=\sum_i\left(-\tfrac12\nabla_{x_i}^2-\frac1{x_i}\right),\qquad V=\sum_{i<j}\frac1{x_{ij}} .$$

Kinetic energy and nuclear attraction carry $Z^2$; electron repulsion carries $Z$. At fixed $N$ and large $Z$, repulsion is a small perturbation with parameter $1/Z$. For a discrete level separated from the rest of the spectrum of $h_0$,

$$E(Z)=Z^2E_0+ZE_1+E_2+O(1/Z).$$

$E_0$ is a sum of hydrogenic energies, $E_0=-\sum_i 1/(2n_i^2)$. Moving one electron from $n=4$ to $n=5$ changes it by

$$-\frac1{50}+\frac1{32}=\frac{-16+25}{800}=\frac9{800}.$$

Moving it within $n=4$ changes it by zero. Therefore

$$\Delta E_{4\text{-}5}=\frac{9}{800}Z^2+O(Z),\qquad \Delta E_{4\text{-}4}=Z\,\Delta E_1+O(1).$$

The second law is linear if $\Delta E_1\neq0$. With a single electron there is no repulsion, and the nonrelativistic 4-4 energy vanishes.

**Q:** So it all follows from the scaling?

**A:** No. It also needs hydrogenic energies that do not depend on $l$, which is a property of the $1/r$ attraction. To see this, add a term $\beta/r^2$ to each electron's energy. It becomes $Z^2\beta/x^2$, so the scaling of $h_0$ is untouched. Define $s$ by $s(s+1)=l(l+1)+2\beta$. The radial equation is

$$-\tfrac12u''+\frac{s(s+1)}{2x^2}u-\frac1xu=\varepsilon u .$$

Put $\varepsilon=-\kappa^2/2$ and $u=e^{-\kappa x}f$. Since $u''=e^{-\kappa x}(f''-2\kappa f'+\kappa^2f)$, the $\kappa^2$ terms cancel and

$$f''-2\kappa f'-\frac{s(s+1)}{x^2}f+\frac2xf=0 .$$

Insert $f=\sum_j a_jx^{j+s+1}$ and collect the power $x^{j+s}$:

$$a_{j+1}\left[(j+s+2)(j+s+1)-s(s+1)\right]=2a_j\left[\kappa(j+s+1)-1\right].$$

If the series does not stop, $f$ grows like $e^{2\kappa x}$ and $u$ cannot be normalized. It stops at $j=n_r$ when $\kappa=1/(n_r+s+1)$. With $n=n_r+l+1$,

$$\varepsilon=-\frac{1}{2(n-l+s)^2}.$$

For $\beta=0$ we have $s=l$, and $l$ drops out: $\varepsilon=-1/(2n^2)$. For $\beta=0.1$ the 4d-4f difference is $-0.000171\,Z^2$ Hartree, and diagonalization gives the same coefficient at $Z=10$ and $Z=23$. The energy of a 4-4 transition that changes $l$, such as 4d-4f, would then grow quadratically.

**Q:** Many states share the same set of $n$. Which one does $E_1$ belong to?

**A:** Those of the same parity form a degenerate set, called a complex, and repulsion selects the right combinations. Write $\psi=\psi_0+\psi_1/Z+\dots$ with $\psi_0=\sum_b c_b\phi_b$, where the $\phi_b$ are orthonormal states of the complex. The terms of first order in $1/Z$ give

$$(h_0-E_0)\psi_1=(E_1-V)\psi_0 .$$

Project on $\phi_a$. The left side vanishes because $h_0$ is Hermitian and $h_0\phi_a=E_0\phi_a$. What remains is

$$\sum_b\langle\phi_a|V|\phi_b\rangle c_b=E_1c_a .$$

So the values of $E_1$ are eigenvalues of $V$ within the complex. They do not depend on $Z$, so configuration mixing changes the linear coefficients but not the linear law.

A small model shows the size of this effect: two electrons in a singlet S state, barred from $n<4$, with $l\le3$. Without mixing, the configurations $4s^2$, $4p^2$, $4d^2$ and $4f^2$ have coefficients 0.0373, 0.0469, 0.0531 and 0.0644 Hartree. With mixing they are 0.0263, 0.0369, 0.0543 and 0.0842 Hartree. Configuration interaction that also includes orbitals up to the fifth of each $l$ in this space, extrapolated from $Z=1000$ and $2000$, tends to the mixed values.

**Q:** Can you calculate a linear coefficient for an ion I would meet in a tin plasma?

**A:** Take Sn$^{13+}$, with $N=37$: a closed core of 36 electrons, filled through $4s^2$ and $4p^6$, and one outer electron. I compare 4d-4f with 4d-5f, so that the change of $l$ is the same. The model keeps a single configuration, so its coefficients are model values, not eigenvalues of the full complex.

Let $e_1(nl)$ be the outer electron's repulsion from the core, in scaled units. Each core electron in shell $b$ contributes a direct term

$$F^0=\iint u_{nl}^2(x)\,u_b^2(y)\,\frac{1}{x_>}\,dx\,dy ,$$

where $x_>$ and $x_<$ are the larger and smaller of $x$ and $y$. Higher multipoles vanish because a filled shell is spherical.

Exchange acts between equal spins, hence with $2l_b+1$ electrons of the shell. Its radial integrals are

$$G^k=\iint u_{nl}(x)u_b(x)\,\frac{x_<^k}{x_>^{k+1}}\,u_{nl}(y)u_b(y)\,dx\,dy .$$

For the angles, sum over the filled shell and average over the orientation of the outer orbital. The addition theorem turns the products of spherical harmonics into $(2l_b+1)P_{l_b}/4\pi$ and $P_l/4\pi$. The repulsion supplies $P_k$. The double angular integral reduces to $8\pi^2\int_{-1}^{1}dc$, where $c$ is the cosine of the angle between the two directions. The factor is thus $(2l_b+1)A_k$, with

$$A_k=\frac12\int_{-1}^{1}P_lP_kP_{l_b}\,dc .$$

With $q_b=2(2l_b+1)$ electrons in the shell,

$$e_1(nl)=\sum_bq_b\left[F^0-\frac12\sum_kA_kG^k\right].$$

Hydrogenic orbitals give $e_1(4d)=1.8253$, $e_1(4f)=1.9739$ and $e_1(5f)=1.3166$ Hartree. The linear coefficients are their differences, taken before rounding:

$$\text{4d-4f}:\ e_1(4f)-e_1(4d)=+0.1486,\qquad \text{4d-5f}:\ e_1(5f)-e_1(4d)=-0.5087 .$$

**Q:** Why are the signs different?

**A:** Suppose first that the whole core charge sat at the nucleus. The repulsion would be $36\langle1/x\rangle$. To find the average, differentiate $-Z^2/(2n^2)$ with respect to $Z$: the result, $-Z/n^2$, must equal $-\langle1/r\rangle$. In scaled units $\langle1/x\rangle=1/n^2$, whatever $l$ is. The reference values are $36/16=2.25$ for $n=4$ and $36/25=1.44$ for $n=5$.

The actual values are lower for two reasons: $1/x_>\le1/x$ when the electron penetrates the core, and exchange is subtracted. The combined reduction is 0.42 for 4d and 0.28 for 4f, so 4f ends up higher and the 4-4 coefficient is positive. In the 4-5 case the electron moves outward and loses repulsion, which gives the negative correction to the quadratic term.

**Q:** Does this survive when the orbitals adjust to one another?

**A:** Yes, in the Hartree-Fock model I use: the core is self-consistent and then frozen while the outer electron moves in its field. The scaled orbitals change at order $1/Z$, which alters the difference of outer-electron energies only from order $Z^0$ onward. I fitted the gaps at $Z=1000$, 2000, 4000 and 8000 with free terms in $Z^2$, $Z$, 1 and $1/Z$. These charges serve as a mathematical limit, not as elements. The quadratic coefficients came out as 0.00000 and 0.01125 Hartree, the latter being $9/800$, and the linear ones agreed with the integrals above to the printed digits.

**Q:** And at the charges of real elements?

**A:** These are the same nonrelativistic Hartree-Fock gaps at fixed $N=37$:

| $Z$ | 4d-4f (eV) | 4d-5f (eV) |
|---|---:|---:|
| 50 | 82.1 | 160.0 |
| 60 | 130.5 | 358.5 |
| 70 | 175.0 | 618.3 |
| 80 | 217.9 | 939.2 |

**Q:** That does not look linear. The 4-4 energy grows by a factor of 2.7 while $Z$ grows by 1.6.

**A:** A power-law fit over this range would give exponents of 2.1 and 3.8. It misleads because the lower-order terms are large. For $\Delta E=aZ+b$, the local exponent is $aZ/(aZ+b)$, which exceeds 1 when $b$ is negative and the gap is positive. At $Z=50$ the fitted expansion reads

$$\text{4d-4f}:\ 202-95\approx107\ \text{eV},\qquad \text{4d-5f}:\ 765-692+88\approx161\ \text{eV}.$$

The Hartree-Fock gaps are 82 and 160 eV. For 4d-4f, the terms beyond the constant still amount to about $-25$ eV. For 4d-5f, the leading term alone is almost five times the gap.

Differences between rows are more informative, since they remove the constant. The 4d-4f steps are 48.4, 44.5 and 42.9 eV, approaching the asymptotic $10\times202.2/50=40.4$ eV. For a quadratic law, take differences of the steps, which also removes the linear term. The 4d-5f steps are 198.54, 259.75 and 320.89 eV, and they rise by 61.2 and 61.1 eV. The prediction is $2\times10^2\times765.3/2500=61.2$ eV. In this nonrelativistic model the two laws are visible at these charges in the increments, though not in the ratios. In real ions relativity raises the 4d-4f gap more and more as $Z$ grows, and the 4d-4f steps then no longer fall towards 40.4 eV.

**Q:** How close is this to the tin light used in lithography?

**A:** The model wavelengths are 15.1 nm for 4d-4f and 7.7 nm for 4d-5f. Sources work near 13.5 nm, or about 92 eV, with light from several tin ions, roughly Sn$^{8+}$ to Sn$^{14+}$. The 4d-4f value lies in the right region but about 10 eV too low to be placed in that band, and I would not assign it to a measured line.

The largest omission that I have sized is mixing of $4p^64f$ with $4p^54d^2$, which belongs to the same complex. The total coupling strength is 10.5 eV. That would be the level shift if the coupled states were degenerate; the real shift depends on their separations, which I have not calculated. Spin-orbit splitting, estimated without exchange in the field, is about 1.6 eV in 4d and 0.2 eV in 4f. Scalar relativity, with its two-electron corrections left out, moves the gaps by $+0.1$ and $-1.0$ eV. Relaxation of the core around the outer electron and the remaining correlation are not sized.

Your plasma also poses a different comparison. Going from one tin ion to the next changes $N$ at fixed $Z$, whereas these laws hold $N$ fixed and change $Z$. They do not tell you how the tin bands move with ion stage.

**Q:** Does relativity leave the linear law intact at higher charge?

**A:** No. The leading correction to the kinetic energy is $-\alpha^2p^4/8$, with $\alpha$ the fine-structure constant. Momentum scales as $Z$, so this term grows as $Z^4$. For one electron in the bare nuclear field, $p^2\psi=2(\varepsilon+1/x)\psi$ in scaled units, hence $\langle p^4\rangle=4\langle(\varepsilon+1/x)^2\rangle$. Both $\varepsilon$ and $\langle1/x\rangle$ are equal for 4d and 4f, so their difference comes from $\langle1/x^2\rangle$.

The earlier formula supplies that average, because $\langle1/x^2\rangle=d\varepsilon/d\beta$ at $\beta=0$. From $(2s+1)\,ds=2\,d\beta$ we get $\langle1/x^2\rangle=1/[n^3(l+\tfrac12)]$. Then

$$\Delta E_{\rm rel}=-\frac{\alpha^2Z^4}{2\cdot64}\left(\frac1{7/2}-\frac1{5/2}\right)=\frac{\alpha^2Z^4}{1120}=4.75\times10^{-8}Z^4\ \text{Hartree}.$$

This is the shift averaged over spin-orbit components. Setting it equal to $0.1486\,Z$ gives $Z\approx146$. There $Z\alpha$ exceeds 1 and the expansion in $Z\alpha$ has failed for the 1s electrons of the core, whose Dirac energy in the field of a point nucleus contains $\sqrt{1-Z^2\alpha^2}$. The number therefore only compares two terms and does not say where the linear law fails. In ions with a core, relativity already disturbs the 4d-4f steps at the charges in the table. Nor should the bare formula be used for tin: at $Z=50$ it gives about 8 eV, against the 0.1 eV found with the core present. The linear law is thus a statement about the nonrelativistic Hamiltonian, and its large-$Z$ limit is a mathematical one. The numerical output below gives the values to more digits.

## Numbers as computed

```
FIRST-ORDER COEFFICIENTS, 36-electron core (Hartree)
e1(4d), e1(4f), e1(5f): 1.82535 1.97393 1.31660
4d-4f linear coefficient, quadrature: 0.14858
4d-4f linear coefficient, HF fit: 0.14858
4d-4f Z^2 coefficient, HF fit: 0.00000000
4d-4f growth exponent, Z 4000-8000: 1.0043
4d-5f linear coefficient, quadrature: -0.50874
4d-5f linear coefficient, HF fit: -0.50874
4d-5f Z^2 coefficient, HF fit: 0.01125000
4d-5f growth exponent, Z 4000-8000: 2.0082
9/800 = 0.01125000 Hartree
TWO ELECTRONS BARRED FROM n<4: energy/Z at order Z (Hartree)
Mixed, matrix: [0.02627 0.03686 0.05429 0.0842 ]
Mixed, CI limit: [0.02627 0.03686 0.05429 0.0842 ]
Unmixed 4s2,4p2,4d2,4f2: [0.03727 0.0469  0.05306 0.06439]
COUNTEREXAMPLE beta = 0.1 (Hartree bohr^2)
4d-4f gap/Z^2, Z=10 and 23: -0.0001710 -0.0001710 Hartree
SEQUENCE N=37: Z, 4d-4f (eV), 4d-5f (eV)
50 82.10 160.00
60 130.48 358.54
70 174.96 618.28
80 217.87 939.18
4d-4f increments (eV): [48.37 44.48 42.91]
4d-5f increments (eV): [198.54 259.75 320.89]
Mean exponents, Z 50-80: 2.076 3.766
TIN Sn13+, Z=50
4d-4f wavelength: 15.10 nm
4d-4f Z^2, Z, constant terms (eV): 0.0 202.2 -95.0
4d-4f sum of three terms: 107.1 eV
4d-4f Gaussian-basis gap: 82.14 eV
4d-4f scalar relativistic shift: 0.07 eV
4d-5f wavelength: 7.75 nm
4d-5f Z^2, Z, constant terms (eV): 765.3 -692.2 87.8
4d-5f sum of three terms: 160.9 eV
4d-5f Gaussian-basis gap: 160.26 eV
4d-5f scalar relativistic shift: -1.03 eV
Spin-orbit splitting 4d, 4f: 1.62 0.22 eV
Coupling of 4p6 4f to 4p5 4d2: 10.45 eV
Bare 4d-4f relativistic coefficient of Z^4: 4.755e-08 Hartree
Z where it equals the linear term: 146
```
